Correcting apparent source velocity for series resistance and drain-induced barrier lowering, part 2

Series resistance, with feedback through drain-induced barrier lowering (DIBL), makes a transistor's apparent carrier velocity v_app lower than v_true, the mean velocity at the top of the source barrier.

Current, charge and electron velocity are positive magnitudes for an n-channel device. J is drain current per width, C the inversion capacitance per area, r_S and r_D the source and drain resistances times width, and δ the threshold reduction per volt of drain bias. V_GS and V_DS are referred to the external source contact; primes mark voltages at the internal ends of the channel:

V_GS' = V_GS − J r_S,
V_DS' = V_DS − J(r_S + r_D).

The constants q, k_B and ħ have their usual meanings.

In strong inversion the charge is taken as linear in gate voltage above the threshold V_T, and

V_T(V) = V_T(0) − δV,
u = V_GS − V_T(V_DS),
Q_app = Cu,
v_app = J/Q_app,
ρ = r_S + δ(r_S + r_D),
v_true = v_app/(1 − Cρv_app).

If a body or back gate is connected to the external source, b is the threshold rise per volt of internal source-to-body voltage.

For an error in δ with V_T(0) fixed, Section 2.2 gives

d ln v_true/dδ = −V_DS'/(u − Jρ).

The circuit test recovered the velocity in 200 numerically solved circuits, both from charge shifted for DIBL and from unshifted charge, C[V_GS − V_T(0)].

The worked example has C = 1.80 µF/cm², r_S = r_D = 80 Ω·µm, δ = 0.10, V_GS = V_DS = 1.00 V, V_T(1 V) = 0.30 V and J = 1.20 mA/µm, giving u − Jρ = 0.5848 V and v_true = 1.14×10⁷ cm/s.

For a curved charge law, F(g) is the charge when gate and drain act through the combination g:

g = V_GS + δV_DS,
Q_true = F(g − Jρ),
v_true = J/F(g − Jρ).

The constant C in the correction is then replaced by the mean slope of the charge curve between the internal and external conditions.

A threshold that is not linear in drain voltage requires a similar distinction. The δ inside ρ should be the mean threshold slope between V_DS' and V_DS. The shift from a zero-drain charge curve to the external bias requires the mean slope between 0 and V_DS. One value of δ serves both purposes when the threshold law is linear. Likewise, if a resistance depends on current, r_S and r_D must reproduce the actual voltage drops divided by J; they are not differential resistances.

2.4 Why an equilibrium charge curve is imperfect

A capacitance measurement at zero drain bias fills carrier states from both contacts. At high drain bias, injection from the drain over the barrier is suppressed. The relation between barrier height and charge then changes, even without series resistance.

A simple quasi-ballistic model shows the effect. Let N be the carrier density per area, ψ the barrier potential in volts, measured upward in the direction that increases electron density, and T the absolute temperature. Take one isotropic parabolic subband with two valleys and mass m. Including spin, its density of states is 2m/(πħ²), so the density scale is

n_2D = 2m k_B T/(πħ²).

Let E_0/q be the voltage offset of the subband, and define

η_S = (ψ − E_0/q)/(k_B T/q),
η_D = η_S − V_DS'/(k_B T/q),
L(η) = ln(1 + e^η).

Each contact supplies one half of the velocity states before backscattering. If a fraction Γ of the source flux is reflected, independently of energy, the outgoing and returned source carriers contribute 1 + Γ. The transmitted drain flux contributes 1 − Γ. Hence

N = (n_2D/2)[(1 + Γ)L(η_S) + (1 − Γ)L(η_D)].

At zero drain bias the two arguments are equal and N = n_2D L(η_S). At high drain bias the last term vanishes, leaving

N = (n_2D/2)(1 + Γ)L(η_S).

For Γ < 1, the high-drain density is lower at the same barrier potential.

The current follows by averaging the forward velocity over half of the directions. At speed √(2E/m) that average is (2/π)√(2E/m), where E is kinetic energy. With the normalized Fermi-Dirac integral

F_1/2(η) = (2/√π)∫₀^∞ √t/[1 + exp(t − η)] dt,

the energy integral of density of states, occupation and mean forward velocity gives

J = q(n_2D/2)v_th(1 − Γ)[F_1/2(η_S) − F_1/2(η_D)],
v_th = √[2k_B T/(πm)].

The prefactor follows because (2/π)(√π/2)√(2k_B T/m) equals v_th.

The barrier potential is fixed by capacitances C_G, C_D and C_S to gate, drain and source:

qN = C_G(V_GS' − ψ) + C_D(V_DS' − ψ) − C_Sψ
   = C_G V_GS' + C_D V_DS' − C_Σψ,

with C_Σ = C_G + C_D + C_S. When drain injection is negligible, N depends on ψ alone. The terminal voltages then enter through V_GS' + (C_D/C_G)V_DS', which identifies δ = C_D/C_G and justifies the combination g used above.

The voltage consequence of occupation can be written explicitly. To hold the same N, solve the two density laws for η_S:

η_eq = ln[exp(N/n_2D) − 1],
η_high = ln{exp[2N/((1 + Γ)n_2D)] − 1}.

At fixed N, V_DS' and capacitances, the extra gate voltage required by high-drain occupation is

ΔV_occ = (C_Σ/C_G)(k_B T/q)(η_high − η_eq).

It is positive for Γ < 1. An equilibrium charge curve therefore overestimates the charge at high drain bias, and the velocity inferred from it is too low. In the degenerate limit N ≫ n_2D,

η_high − η_eq ≈ (N/n_2D)(1 − Γ)/(1 + Γ).

At fixed N, Γ, temperature and capacitance ratio, this voltage error grows when the density of states falls. The issue thus deserves particular attention in light-mass III-V channels. A multivalley or nonparabolic material needs its own density relation in place of the one used here.

2.5 Test on devices with known internal velocity

The model above was solved as a virtual device and then measured through its terminals. Its capacitances were C_G = 2.0, C_D = 0.20 and C_S = 0.10 µF/cm², and the band offset was 0.35 V. Each resistance was 80 Ω·µm, and V_GS = V_DS = 1.0 V. DIBL was extracted from the gate-voltage shift at 0.1 µA/µm between drain biases of 0.05 and 1.0 V. The equilibrium charge curve was shifted by that DIBL value before v_app was calculated.

For m = 0.19 electron masses, Γ = 0.25 and 300 K, the known velocity was 1.031×10⁷ cm/s. The apparent value was 0.829×10⁷ cm/s, or 19.6% low. Correction with the equilibrium charge curve gave 0.970×10⁷ cm/s, leaving it 5.9% low. When the charge and its slope were instead taken at high drain bias, the error was +0.17%.

Two further devices test whether the correction needs an explicit mass, reflection or temperature factor. With m = 0.32 electron masses and the other settings unchanged, the correction was 4.5% low with the equilibrium curve and 0.13% high with the high-drain curve. With m = 0.19 electron masses, no reflection and 400 K, the corresponding errors were −10.4% and +0.71%. All these errors are relative to the known internal velocity. In these three cases the circuit correction is accurate to better than 1% when it receives the charge curve evaluated at the external drain bias, so that the measured δ enters through ρ alone. The equilibrium curve can leave a much larger error.

The DIBL extraction has a small bias of its own. In the first device C_D/C_G = 0.1000, whereas the terminal measurement gave 0.1049. At low current the net flux contains the factor 1 − exp[−qV_DS/(k_B T)]. At V_DS = 0.05 V this factor is below one, so extra gate voltage is needed to reach the chosen current. That voltage is

−(C_Σ/C_G)(k_B T/q)ln{1 − exp[−qV_DS/(k_B T)]}.

Division by the 0.95 V drain interval accounts for the excess of 0.0049 in the measured coefficient.

The absolute constant-current threshold is a separate matter. In the first device it was 0.064 V at high drain bias, while the threshold extrapolated from the shifted equilibrium charge curve was 0.284 V (0.296 V from the high-drain curve). Inserting the constant-current value into the linear charge law with the equilibrium slope made the corrected velocity 30.7% low. A constant-current measurement is used here for the threshold shift alone.

2.6 The example beside a real device

The example's resistance, DIBL and velocity are of the order expected for short silicon n-channel transistors, but its inputs are rounded and do not describe a particular product. No input is intended as an extreme value. One assumption that fails in a quasi-ballistic device is that an equilibrium charge curve applies at high drain bias. In the first virtual device, which resembles the example, the resulting velocity was about 6% low; this includes the small DIBL extraction error. A similar error in the example would move its velocity from 1.14×10⁷ to about 1.2×10⁷ cm/s, so its second significant figure is uncertain.

Other effects can be compared with the same v_true = 1.14×10⁷ cm/s. The percentages below are changes of the inferred velocity at fixed measured current.

Back-gate coupling. For a grounded back gate with a rough coupling b = 0.08, the inferred velocity rises by 1.3%, because more charge is lost when the internal source rises.

Self-heating. A rough thermal resistance of 30 K·µm/mW gives

30 × 1.20 × 1.00 = 36 K

if all terminal power heats the channel. If the charge threshold drifted by −0.7 mV/K, the charge would increase and the inferred velocity would fall by 4.1%. The strong-inversion charge can, however, move much less than a threshold defined at low current. In the first virtual device, with its band offset held fixed, heating from 300 to 336 K shifts the constant-current threshold by about −0.95 mV/K but changes the charge at fixed internal bias by only 0.2%. The drift must therefore be taken from the charge curve itself, not from a constant-current threshold. The threshold and resistances should refer to the channel temperature during the current measurement.

Incomplete saturation. The internal drain voltage is 0.808 V. To estimate the difference between v_true and a limiting velocity v_lim, use the empirical interpolation

v_true = v_lim y/(1 + y^1.8)^(1/1.8),
y = V_DS'μ/(v_lim L),

where μ is the mobility and L the channel length. With L = 30 nm and a rough μ = 200 cm²/Vs, v_lim = 1.18×10⁷ cm/s, which is 3.6% above v_true. The figure depends strongly on the assumed mobility: it is 14% for 100 cm²/Vs and 1.7% for 300 cm²/Vs. This is an estimate of another quantity, not a fault in the extracted mean velocity.

Leakage and tunnelling. A gate leakage density of 100 A/cm² over the channel would be 2.5×10⁻⁵ of the drain current. For source-drain tunnelling, a rectangular barrier 10 nm thick and 0.1 eV above the carrier energy, with a mass of 0.19 electron masses, gives an exponential factor of 7.3×10⁻⁷. The gate leakage is negligible at the quoted precision. The tunnelling factor applies only to carriers 0.1 eV below the barrier top. Its exponent varies as the square root of that depth, so carriers just below the top tunnel far more easily. The total tunnelling current requires an integral over energy, which is not made here.

Avalanche multiplication. The internal drain voltage is below the silicon gap of roughly 1.1 V when expressed as energy per electron charge. A carrier gaining energy from that drop alone cannot create an electron-hole pair across the gap. The argument does not cover carriers in the hot tail or the additional energy gained because the barrier top lies above the source band edge. A higher drain bias requires a separate estimate.

Anisotropic mass and several subbands change both the velocity and the charge curve. They add no explicit mass factor to the circuit formula, but their charge must be included in F.

2.7 Implementation

The following order keeps the threshold and charge conventions consistent.

1. Convert current and resistances to width-normalized form. In centimetre units, 1 mA/µm = 10 A/cm and 1 Ω·µm = 10⁻⁴ Ω·cm.

2. Obtain the channel charge curve after removing parasitic capacitance. If it was measured at zero drain bias, call it F_eq. Determine δ from the threshold shift at a current small enough that resistive drops are negligible. Using this value in strong inversion assumes that the drain coupling is unchanged there. In a short channel the mobile charge can alter it. For a charge curve measured at zero drain bias, the resulting velocity error follows, for small errors in δ, from the formula for fixed V_T(0) in Section 2.2: too large a δ makes the velocity too low.

3. Calculate

g = V_GS + δV_DS,
ρ = r_S + δ(r_S + r_D).

Add b r_S to ρ if a body or back gate is fixed to the external source.

4. Evaluate

Q_app = F_eq(g),
Q_true = F_eq(g − Jρ),
v_true = J/Q_true.

For a linear charge curve this reduces to v_app/(1 − Cρv_app). Reject the result if Q_true is not positive, and use the full charge curve rather than its linear extrapolation near threshold.

5. If high-drain occupation is important, replace F_eq by a calculated high-drain charge curve. Within the single-subband model above and in full saturation, the equivalent condition is

Q_true = F_eq[g − Jρ − ΔV_occ(Q_true/q)].

This equation is implicit because the occupation shift depends on the charge. It can be solved by bracketing Q_true between zero and F_eq(g − Jρ). Over that interval the left side minus the right side increases with Q_true, since ΔV_occ increases with density and F_eq increases with its argument. The condition holds in the model when δ = C_D/C_G. Because g contains δV_DS, any bias in δ carries over: with δ taken from the constant-current shift between 0.05 and 1.0 V, the three virtual devices come out about 0.7%, 0.7% and 1.5% low. The low-drain term given in Section 2.5 should be removed from δ first.

6. Report the bias, the threshold definition, the resistance split and the charge curve with v_true. If the result is to be called an injection-limited velocity, also show that the drain is saturated or estimate the remaining difference.

The numerical output following this text gives the inputs and intermediate values of the worked example and the main results of the comparison cases.

Numbers as computed

```
Circuit test, worst relative error: 5.6e-14
Unshifted-charge formula, worst relative error: 5.6e-14
Circuit test, worst error if DIBL is dropped: 22.3 %
EXAMPLE
Inversion capacitance: 1.80 uF/cm2
Source resistance = drain resistance: 80 ohm um
DIBL: 0.10 V/V; V_GS = V_DS = 1.00 V
Threshold at V_DS, and at zero drain: 0.30, 0.40 V
Drain current: 1.20 mA/um
Apparent charge: 1.260 uC/cm2
Feedback resistance rho: 96.0 ohm um
Gate-drive loss J*rho: 0.1152 V
Source drop J*r_s: 0.0960 V
Internal drain-source voltage: 0.808 V
Internal overdrive: 0.5848 V
True charge: 1.0526 uC/cm2
Apparent velocity: 0.9524 1e7 cm/s
Correction term C*rho*v_app: 0.1646
TRUE VELOCITY: 1.1400 1e7 cm/s = 1.14e+05 m/s
True relative to apparent: +19.7 %
Velocity with source drop only: 1.1038 1e7 cm/s
Velocity from unshifted charge, uncorrected: 1.1111 1e7 cm/s
DIBL shift to compare with J*rho: 0.1000 V
Current without resistance, same velocity: 1.436 mA/um
ERRORS AND NEGLECTED EFFECTS (change of inferred velocity)
Both resistances -10, +10 ohm um: -2.40, +2.52 %
Threshold +10 mV: +1.74 %
Back-gate coupling 0.08 V/V: +1.33 %
Thermal resistance: 30 K um/mW; threshold drift: -0.7 mV/K
Self-heating: 36 K; velocity change: -4.13 %
Channel length: 30 nm; mobility: 200 cm2/Vs
Fully saturated velocity estimate: 1.181 1e7 cm/s (+3.6 %)
Gate leakage at 100 A/cm2 / drain current: 2.5e-05
Tunnelling factor, 10 nm at 0.1 eV below barrier top: 7.3e-07
VIRTUAL DEVICES (velocities in 1e7 cm/s)
Mass 0.19 m_e, reflection 0.25, 300 K: J = 1.075 mA/um
  true 1.031, apparent 0.829, corrected 0.970
  error: apparent -19.6 %, corrected -5.9 %
  error with high-drain charge curve: +0.17 %
Mass 0.32 m_e, reflection 0.25, 300 K: J = 0.824 mA/um
  true 0.716, apparent 0.609, corrected 0.684
  error: apparent -15.0 %, corrected -4.5 %
  error with high-drain charge curve: +0.13 %
Mass 0.19 m_e, reflection 0.00, 400 K: J = 1.715 mA/um
  true 1.882, apparent 1.301, corrected 1.685
  error: apparent -30.8 %, corrected -10.4 %
  error with high-drain charge curve: +0.71 %
First device: measured DIBL 0.1049 V/V, capacitance 1.810 uF/cm2
First device thresholds: charge 0.284 V, constant-current 0.064 V
Velocity error if constant-current threshold sets the charge: -30.7 %
```
